# Minimum position–momentum spread of a positive-energy Dirac electron: verification in Python

```python
"""
Result under test: for positive-energy free Dirac states the least value gamma(d)
of sqrt(<r^2><p^2>), at fixed d = sqrt(<p^2>), rises from 3/2 to 1 + sqrt(5)/2.
Units hbar = m = c = 1: momentum in m c, length in hbar/(m c).
  r = i grad_p acting on the complete bispinor psi(p) = U(p) f(p)
  E = sqrt(1 + p^2);  f = two-spinor amplitude;  q = p/d = scaled momentum
  W(p) = 1/(4 E^4) + 1/(E (E+1)) = radial potential of the lowest channel
  nu^2 = multiplier of q^2 in the scaled minimization
Second moments are taken about zero (zero mean momentum and position).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function

leggauss = np.polynomial.legendre.leggauss
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def energy(p):
    return np.sqrt(1 + np.sum(p**2, axis=1))[:, None, None]


def bispinor(p, f):
    """Positive-energy bispinor made from two-spinor columns f."""
    E = energy(p)
    norm = np.sqrt(2 * E * (E + 1))
    sigma_p = np.einsum('ma,aij->mij', p, sigma)
    return np.concatenate([(E + 1) * f / norm, sigma_p @ f / norm], axis=1)


def gradient(func, p, h=1e-3):
    parts = []
    for axis in range(3):
        s = np.zeros(3)
        s[axis] = h
        parts.append((8 * (func(p + s) - func(p - s))
                      - func(p + 2*s) + func(p - 2*s)) / (12 * h))
    return parts


def laplacian(func, p, h=5e-3):
    total = 0
    for axis in range(3):
        s = np.zeros(3)
        s[axis] = h
        total = total + (16 * (func(p + s) + func(p - s)) - 30 * func(p)
                         - func(p + 2*s) - func(p - 2*s)) / (12 * h**2)
    return total


# --- The reduced squared-position operator against the bispinor definition ---
def generic_spinor(p):
    x, y, z = p.T
    g = np.exp(-0.3 * (x**2 + y**2 + z**2))
    return np.stack([g * (1 + 1j*x + 0.5*y*z),
                     g * (0.2 + z - 0.7j*x*y)], axis=1)[:, :, None]


points = np.random.default_rng(4).normal(size=(12, 3)) * 1.3
E_pts = energy(points)
p2_pts = E_pts**2 - 1
U = bispinor(points, np.broadcast_to(np.eye(2), (12, 2, 2)))
U_dagger = U.conj().transpose(0, 2, 1)
H_dirac = np.zeros((12, 4, 4), complex)
sp_pts = np.einsum('ma,aij->mij', points, sigma)
H_dirac[:, :2, 2:] = sp_pts
H_dirac[:, 2:, :2] = sp_pts
H_dirac += np.diag([1, 1, -1, -1])
assert np.allclose(H_dirac @ U, E_pts * U, atol=1e-12)
assert np.allclose(U_dagger @ U, np.eye(2), atol=1e-12)

from_definition = -U_dagger @ laplacian(
    lambda p: bispinor(p, generic_spinor(p)), points)
grad_f = gradient(generic_spinor, points)
sigma_L_f = 0
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    L_f = -1j * (points[:, b, None, None] * grad_f[c]
                 - points[:, c, None, None] * grad_f[b])
    sigma_L_f = sigma_L_f + sigma[a] @ L_f
f_pts = generic_spinor(points)
from_formula = (-laplacian(generic_spinor, points) + f_pts / (4 * E_pts**4)
                + (1 - 1/E_pts) / p2_pts * (f_pts + sigma_L_f))
operator_error = np.max(abs(from_definition - from_formula))
assert operator_error < 1e-6


# --- Radial minimization on a spectral mesh, p = sinh(t), even functions ---
def potential_parts(p):
    E = np.sqrt(1 + p**2)
    return 1 / (4 * E**4), 1 / (E * (E + 1))


def radial_mesh(d, half):
    x, w = leggauss(2 * half)
    T = np.arcsinh(6.5 * d)
    bary = (-1.0)**np.arange(2 * half) * np.sqrt((1 - x**2) * w)
    diff = x[:, None] - x[None, :]
    np.fill_diagonal(diff, 1.0)
    D = bary[None, :] / bary[:, None] / diff
    np.fill_diagonal(D, 0.0)
    np.fill_diagonal(D, -D.sum(axis=1))
    D_even = (D[half:, half:] + D[half:, :half][:, ::-1]) / T
    t = T * x[half:]
    q, dq_dt = np.sinh(t) / d, np.cosh(t) / d
    root_weight = np.sqrt(w[half:] * T * q**2 * dq_dt)
    A = root_weight[:, None] * D_even / dq_dt[:, None] / root_weight[None, :]
    return q, A


def minimum(d, half=70):
    q, A = radial_mesh(d, half)
    mixing, centrifugal = (d**2 * v for v in potential_parts(d * q))
    R = A.T @ A + np.diag(mixing + centrifugal)

    def ground(nu):
        level, vec = eigh(R + np.diag(nu**2 * q**2), subset_by_index=[0, 0])
        return level[0], vec[:, 0]

    nu = brentq(lambda v: np.sum(ground(v)[1]**2 * q**2) - 1, 1.2, 2.6,
                xtol=1e-12)
    level, c = ground(nu)
    parts = (np.sum((A @ c)**2), np.sum(c**2 * mixing),
             np.sum(c**2 * centrifugal))
    return dict(gamma=np.sqrt(sum(parts)), nu=nu, level=level, parts=parts)


d_values = [0.01, 0.1, 0.3, 1.0, 3.0, 10.0, 100.0, 1000.0]
results = {d: minimum(d) for d in d_values}
gammas = np.array([results[d]['gamma'] for d in d_values])
gamma_limit = 1 + np.sqrt(5) / 2
assert np.all(np.diff(gammas) > 0)
assert gammas[0] > 1.5 and gammas[-1] < gamma_limit
for d in (1.0, 100.0):
    assert abs(minimum(d, 55)['gamma'] - results[d]['gamma']) < 1e-6

# --- Monotonic growth of w(x) = x^2 W(x) and its derivative ---
def w_of_E(E):
    p = np.sqrt(E**2 - 1)
    return p**2 * sum(potential_parts(p))


x_grid = np.logspace(-3, 4, 2000)
assert np.all(np.diff(x_grid**2 * sum(potential_parts(x_grid))) > 0)
E_grid = np.linspace(1.1, 8, 40)
slope = (w_of_E(E_grid + 1e-4) - w_of_E(E_grid - 1e-4)) / 2e-4
assert np.allclose(slope, (2*E_grid**3 - E_grid**2 + 2) / (2*E_grid**5),
                   atol=1e-6)

# --- Approach to both limits ---
small_slope = (results[0.01]['gamma']**2 - 2.25) / 0.01**2
assert abs(small_slope - 0.75) < 1e-3
s = (np.sqrt(5) - 1) / 2
K = np.sqrt(gamma_limit) * gamma_function(s) / (2 * gamma_function(s + 1.5))
K_numeric = {d: d * (gamma_limit - results[d]['gamma']) for d in (100.0, 1000.0)}
K_error = {d: abs(K_numeric[d] / K - 1) for d in K_numeric}
assert K_error[1000.0] < 0.02 and K_error[1000.0] < K_error[100.0] / 3

# --- Multiplier from the slope of gamma^2 at d = 1 ---
one = results[1.0]
step = 0.005
slope_G = (minimum(np.sqrt(1 + step))['gamma']**2
           - minimum(np.sqrt(1 - step))['gamma']**2) / (2 * step)
nu2_envelope = one['gamma']**2 - slope_G
assert abs(nu2_envelope - one['nu']**2) < 1e-4

# --- Same minimum at d = 1 in three dimensions, without partial waves ---
exponents = (0.5, 0.9, 1.6, 3.0)


def basis(p):
    x, y, z = p.T
    p2 = x**2 + y**2 + z**2
    monomials = (1 + 0*x, x, y, z, x*x, y*y, z*z, x*y, y*z, z*x)
    scalar = np.stack([m * np.exp(-a * p2) for a in exponents
                       for m in monomials], axis=1)
    n = scalar.shape[1]
    f = np.zeros((len(p), 2, 2 * n))
    f[:, 0, :n] = scalar
    f[:, 1, n:] = scalar
    return f


xr, wr = leggauss(60)
radius, wr = 4 * (xr + 1), 4 * wr
cosine, wc = leggauss(6)
phi = 2 * np.pi * np.arange(12) / 12
rr, cc, ff = (g.ravel() for g in np.meshgrid(radius, cosine, phi, indexing='ij'))
sine = np.sqrt(1 - cc**2)
grid = np.stack([rr*sine*np.cos(ff), rr*sine*np.sin(ff), rr*cc], axis=1)
weight = (np.einsum('i,j,k->ijk', wr * radius**2, wc,
                    np.full(12, 2*np.pi/12))).ravel()


def gram(v, wt):
    flat = (v * np.sqrt(wt)[:, None, None]).reshape(-1, v.shape[2])
    return flat.conj().T @ flat


psi_basis = bispinor(grid, basis(grid))
overlap = gram(psi_basis, weight)
p2_matrix = gram(psi_basis, weight * rr**2)
r2_matrix = sum(gram(g, weight) for g in
                gradient(lambda p: bispinor(p, basis(p)), grid))
levels_3d = eigh(r2_matrix + one['nu']**2 * p2_matrix, overlap,
                 eigvals_only=True)[:4]
assert -1e-7 < levels_3d[0] - one['level'] < 1e-4
assert abs(levels_3d[1] - levels_3d[0]) < 1e-7
assert levels_3d[2] > levels_3d[0] + 0.1

# --- Constant bispinor times Gaussian: share of negative energies at d = 1 ---
density = np.exp(-1.5 * rr**2)
density /= np.sum(weight * density)
U_grid = bispinor(grid, np.broadcast_to(np.eye(2), (len(grid), 2, 2)))
positive_share = np.sum(weight * density * np.sum(abs(U_grid[:, 0, :])**2, axis=1))
negative_share = 1 - positive_share
assert abs(np.sum(weight * density * rr**2) - 1) < 1e-8
assert 0.01 < negative_share < 0.5


# --- Gaussian amplitude f centred at momentum P along z ---
def gaussian_product(spread, P):
    """spread * sqrt(<r^2>), an upper bound to the product of deviations."""
    width = spread / np.sqrt(3)
    xa, wa = leggauss(80)
    rho, z = np.meshgrid(4*width*(xa + 1), P + 8*width*xa, indexing='ij')
    wt = (np.outer(4*width*wa, 8*width*wa) * 2*np.pi*rho).ravel()
    p = np.stack([rho.ravel(), 0*rho.ravel(), z.ravel()], axis=1)

    def psi(k):
        g = np.exp(-(k[:, 0]**2 + k[:, 1]**2 + (k[:, 2] - P)**2) / (4*width**2))
        return bispinor(k, np.stack([g, 0*g], axis=1)[:, :, None])

    norm = gram(psi(p), wt)[0, 0].real
    r2 = sum(gram(g, wt)[0, 0].real for g in gradient(psi, p)) / norm
    return spread * np.sqrt(r2)


gauss_rest = gaussian_product(1.0, 0.0)
assert gauss_rest > one['gamma']
moving = {P: gaussian_product(3.0, P) for P in (0.0, 30.0, 300.0)}
assert moving[0.0] > results[3.0]['gamma'] > moving[30.0] > moving[300.0]
assert 1.5 < moving[300.0] < 1.501

# --- Printed numbers ---
compton = const.hbar / (const.m_e * const.c)
bohr = const.physical_constants['Bohr radius'][0]
print(f"lower limit 3/2 = {1.5:.6f} hbar; upper limit = {gamma_limit:.6f} hbar")
print("d = rms p (mc) | gamma (hbar) | nu | least rms r (hbar/mc)")
for d in d_values:
    g = results[d]
    print(f"{d:9.2f} | {g['gamma']:.6f} | {g['nu']:.5f} | {g['gamma']/d:.6g}")
print(f"small d: (gamma^2 - 9/4)/d^2 at d=0.01 = {small_slope:.5f}")
print(f"large d: exponent s = {s:.6f}, coefficient K = {K:.5f}")
for d in K_numeric:
    print(f"  d*(limit - gamma) at d={d:.0f}: {K_numeric[d]:.5f}")
print("Worked case d = 1 (rms momentum mc), dimensionless parts of gamma^2:")
print(f"  gradient of F              = {one['parts'][0]:.6f}")
print(f"  component-ratio term       = {one['parts'][1]:.6f}")
print(f"  centrifugal term           = {one['parts'][2]:.6f}")
print(f"  gamma^2                    = {one['gamma']**2:.6f}")
print(f"  nu^2 from minimization     = {one['nu']**2:.5f}")
print(f"  nu^2 from slope of gamma^2 = {nu2_envelope:.5f}")
print(f"  ground level, radial       = {one['level']:.6f}")
print(f"  ground level, 3D basis     = {levels_3d[0]:.6f} (twofold)")
print(f"  next level, 3D basis       = {levels_3d[2]:.4f}")
print(f"  Gaussian f: product        = {gauss_rest:.6f} hbar")
print(f"  constant bispinor: negative-energy share = {negative_share:.5f}")
print(f"  rms momentum               = {const.m_e*const.c*bohr/const.hbar:.3f} a.u.")
print(f"  hbar/(mc)                  = {compton*1e12:.6f} pm")
print(f"  least rms r                = {one['gamma']*compton/bohr:.6f} bohr")
print(f"  least rms r                = {one['gamma']*compton*1e12:.5f} pm")
print("Moving Gaussian, momentum deviation 3 mc, 3*sqrt(<r^2>) in hbar:")
for P in moving:
    print(f"  mean momentum {P:5.0f} mc: {moving[P]:.6f}")
print(f"largest error of reduced operator = {operator_error:.1e} (hbar/mc)^2")
print("ALL CHECKS PASSED")
```

Printed output:

```
lower limit 3/2 = 1.500000 hbar; upper limit = 2.118034 hbar
d = rms p (mc) | gamma (hbar) | nu | least rms r (hbar/mc)
     0.01 | 1.500025 | 1.50000 | 150.002
     0.10 | 1.502469 | 1.50003 | 15.0247
     0.30 | 1.520347 | 1.50173 | 5.06782
     1.00 | 1.631038 | 1.55038 | 1.63104
     3.00 | 1.839471 | 1.74044 | 0.613157
    10.00 | 2.016732 | 1.96814 | 0.201673
   100.00 | 2.107892 | 2.10276 | 0.0210789
  1000.00 | 2.117033 | 2.11653 | 0.00211703
small d: (gamma^2 - 9/4)/d^2 at d=0.01 = 0.74991
large d: exponent s = 0.618034, coefficient K = 0.99884
  d*(limit - gamma) at d=100: 1.01422
  d*(limit - gamma) at d=1000: 1.00122
Worked case d = 1 (rms momentum mc), dimensionless parts of gamma^2:
  gradient of F              = 2.250294
  component-ratio term       = 0.089817
  centrifugal term           = 0.320175
  gamma^2                    = 2.660286
  nu^2 from minimization     = 2.40367
  nu^2 from slope of gamma^2 = 2.40366
  ground level, radial       = 5.063952
  ground level, 3D basis     = 5.063952 (twofold)
  next level, 3D basis       = 7.5477
  Gaussian f: product        = 1.631130 hbar
  constant bispinor: negative-energy share = 0.12808
  rms momentum               = 137.036 a.u.
  hbar/(mc)                  = 0.386159 pm
  least rms r                = 0.011902 bohr
  least rms r                = 0.62984 pm
Moving Gaussian, momentum deviation 3 mc, 3*sqrt(<r^2>) in hbar:
  mean momentum     0 mc: 1.846051
  mean momentum    30 mc: 1.503230
  mean momentum   300 mc: 1.500033
largest error of reduced operator = 1.5e-10 (hbar/mc)^2
ALL CHECKS PASSED
```
